# Fermi energy of one conduction electron in a 64-atom GaAs cell: test program

```python
"""Fermi energy of one conduction electron per 64-atom GaAs supercell.

Result under test, for an isolated Gamma valley at T = 0:
  parabolic: E = gamma = hbar^2 kF^2 / (2 m),  kF = (3 pi^2 / V)^(1/3)
  Kane:      E (1 + E/Eg) = gamma
The L and X valleys are then added, and they lower the Fermi level strongly.
V: cell volume; m: band-edge mass; Eg: gap. Energies are measured from the
Gamma conduction minimum. Units: eV, nm, free-electron masses.
Material inputs are rough typical values. Electrons are independent.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import simpson
from scipy.optimize import brentq
from scipy.special import expit

T0 = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18   # hbar^2/(2 m_e), eV nm^2
a, mass, gap, spin_orbit = 0.565, 0.067, 1.5, 0.34
L_min, L_long, L_trans, L_number = 0.3, 1.9, 0.075, 4
X_min, X_long, X_trans, X_number = 0.5, 1.3, 0.23, 3
temperature = 300.0
kT = sc.k * temperature / sc.e

side = 2 * a
volume = side**3
n = 1 / volume
kF = (3 * np.pi**2 * n)**(1 / 3)
E_par = T0 * kF**2 / mass
E_kane = (-gap + np.sqrt(gap**2 + 4 * gap * E_par)) / 2


def kp_energy(k, gaps, weights, free):
    """Top eigenvalue of a k.p matrix whose coupling is fitted to the mass.

    gaps: depths of the valence levels; weights: shares of the squared
    coupling; free: 1 to keep the free-electron kinetic term, 0 to drop it.
    """
    k = np.asarray(k, dtype=float)
    gaps, weights = np.array(gaps), np.array(weights)
    P2 = T0 * (1 / mass - free) / np.sum(weights / gaps)
    size = len(gaps) + 1
    H = np.zeros(k.shape + (size, size))
    for j in range(1, size):
        H[..., j, j] = -gaps[j - 1]
        H[..., 0, j] = H[..., j, 0] = np.sqrt(P2 * weights[j - 1]) * k
    return np.linalg.eigvalsh(H)[..., -1] + free * T0 * k**2


simple = ([gap], [1.0], 0)
with_free = ([gap], [1.0], 1)
with_so = ([gap, gap + spin_orbit], [2 / 3, 1 / 3], 1)
k_small = 0.01
for model in (simple, with_free, with_so):
    fitted_mass = T0 * k_small**2 / kp_energy(k_small, *model)
    assert abs(fitted_mass / mass - 1) < 1e-3
assert abs(kp_energy(kF, *simple) - E_kane) < 1e-9
E_free = float(kp_energy(kF, *with_free))
E_so = float(kp_energy(kF, *with_so))

# Discrete states of a crystal of M^3 supercells with antiperiodic boundaries.
# One octant of the symmetric k-grid represents all eight.
M = 80
dk = 2 * np.pi / (M * side)


def octant(k_max):
    axis = (np.arange(int(k_max / dk) + 1) + 0.5) * dk
    return np.meshgrid(axis**2, axis**2, axis**2, indexing="ij")


qx, qy, qz = octant(3.1)
k_grid = np.sqrt(qx + qy + qz).ravel()
gamma_states = np.sort(kp_energy(k_grid, *simple))
parabolic_states = np.sort(T0 * k_grid**2 / mass)
occupied = M**3 // 16                # two spins, eight octants
count_par = parabolic_states[occupied - 1]
count_kane = gamma_states[occupied - 1]
assert abs(count_par / E_par - 1) < 5e-3
assert abs(count_kane / E_kane - 1) < 5e-3


def valley_densities(E):
    """Electrons per nm^3 below E in the Gamma, L and X valleys."""
    E = np.asarray(E, dtype=float)
    e0 = np.maximum(E, 0)
    eL, eX = np.maximum(E - L_min, 0), np.maximum(E - X_min, 0)
    mL = (L_long * L_trans**2)**(1 / 3)
    mX = (X_long * X_trans**2)**(1 / 3)
    unit = 1 / (3 * np.pi**2 * T0**1.5)
    return np.array([unit * (mass * e0 * (1 + e0 / gap))**1.5,
                     L_number * unit * (mL * eL)**1.5,
                     X_number * unit * (mX * eX)**1.5])


def all_valleys(E):
    return valley_densities(E).sum(axis=0)


def mean_energy(density, E_fermi):
    E = np.linspace(0, E_fermi, 20001)
    return E_fermi - simpson(density(E), x=E) / n


def thermal_density(mu):
    E = np.linspace(mu - 25 * kT, mu + 25 * kT, 20001)
    f = expit((mu - E) / kT)
    return simpson(all_valleys(E) * f * (1 - f) / kT, x=E)


mean_par = 0.6 * E_par
mean_kane = mean_energy(lambda E: valley_densities(E)[0], E_kane)
assert abs(parabolic_states[:occupied].mean() / mean_par - 1) < 5e-3
assert abs(gamma_states[:occupied].mean() / mean_kane - 1) < 5e-3

E_all = brentq(lambda E: all_valleys(E) - n, 0, 3)
E_polarized = brentq(lambda E: all_valleys(E) - 2 * n, 0, 3)
mu_warm = brentq(lambda E: thermal_density(E) - n, 0, 3)
shares = valley_densities(E_all) / n
mean_all = mean_energy(all_valleys, E_all)
threshold_volume = 1 / float(valley_densities(L_min)[0])
threshold_atoms = 8 * threshold_volume / a**3

# Ellipsoidal valleys filled state by state, each in its own principal axes.
qx, qy, qz = octant(6.5)
L_states = (L_min + T0 * (qx / L_long + (qy + qz) / L_trans)).ravel()
X_states = (X_min + T0 * (qx / X_long + (qy + qz) / X_trans)).ravel()
groups = ((1, gamma_states), (L_number, L_states), (X_number, X_states))


def counted_electrons(mu, thermal=False):
    """Electrons per 64-atom cell, from a sum over discrete states."""
    total = 0.0
    for number, energies in groups:
        if thermal:
            filling = expit((mu - energies) / kT)
        else:
            filling = energies <= mu
        total += number * filling.sum()
    return 16 * total / M**3


count_all = counted_electrons(E_all)
count_polarized = counted_electrons(E_polarized)
count_warm = counted_electrons(mu_warm, thermal=True)
count_threshold = counted_electrons(L_min) * threshold_atoms / 64
assert abs(count_all - 1) < 0.015
assert abs(count_polarized / 2 - 1) < 0.015
assert abs(count_warm - 1) < 0.015
# The small Gamma sphere at this energy has a coarser discrete surface.
assert abs(count_threshold - 1) < 0.03
counted_mean = sum(g * e[e <= E_all].sum() for g, e in groups)
counted_mean /= sum(g * (e <= E_all).sum() for g, e in groups)
assert abs(counted_mean / mean_all - 1) < 0.015

# The rounded statements, and the claim that side valleys dominate the error.
assert abs(E_par - 4.3) < 0.1
assert all(abs(E - 2.0) < 0.2 for E in (E_kane, E_free, E_so))
assert E_all < 1.0 and shares[0] < 0.5
assert E_kane - E_all > max(abs(E_so - E_kane), abs(mu_warm - E_all),
                            abs(E_polarized - E_all))

print(f"Lattice constant (rough input): {a:.3f} nm")
print(f"Gamma mass (input): {mass:.3f} m_e")
print(f"Gap (rough input): {gap:.2f} eV")
print(f"Spin-orbit splitting (rough input): {spin_orbit:.2f} eV")
print(f"L minimum (rough input): {L_min:.2f} eV")
print(f"L masses, long./trans. (rough): {L_long:.2f}, {L_trans:.3f} m_e")
print(f"X minimum (rough input): {X_min:.2f} eV")
print(f"X masses, long./trans. (rough): {X_long:.2f}, {X_trans:.3f} m_e")
print(f"hbar^2/(2 m_e): {T0:.6f} eV nm^2")
print(f"Supercell side: {side:.3f} nm")
print(f"Supercell volume: {volume:.4f} nm^3")
print(f"Electron density: {n:.4f} nm^-3 = {n * 1e21:.3e} cm^-3")
print(f"Fermi wavevector: {kF:.4f} nm^-1")
print(f"Parabolic Fermi energy: {E_par:.3f} eV")
print(f"Parabolic, by state counting: {count_par:.3f} eV")
print(f"Parabolic mean energy: {mean_par:.3f} eV")
print(f"Kane Fermi energy: {E_kane:.3f} eV")
print(f"Kane, by state counting: {count_kane:.3f} eV")
print(f"Kane mean energy: {mean_kane:.3f} eV")
print(f"Kane with free-electron term: {E_free:.3f} eV")
print(f"Kane with free term and spin-orbit: {E_so:.3f} eV")
print(f"Fermi energy with L and X valleys: {E_all:.3f} eV")
print(f"Gamma share of the electron: {100 * shares[0]:.1f} %")
print(f"L share of the electron: {100 * shares[1]:.1f} %")
print(f"X share of the electron: {100 * shares[2]:.1f} %")
print(f"Counted electrons per cell at that level: {count_all:.4f}")
print(f"Mean energy with L and X valleys: {mean_all:.3f} eV")
print(f"Fermi energy, fully spin-polarized: {E_polarized:.3f} eV")
print(f"Temperature of use: {temperature:.0f} K")
print(f"Thermal energy kT: {kT:.4f} eV")
print(f"Chemical potential at that temperature: {mu_warm:.3f} eV")
print(f"Cell volume for Fermi level at L minimum: {threshold_volume:.1f} nm^3")
print(f"Atoms in that cell: {threshold_atoms:.0f}")
print("PASS")
```

Printed output:

```
Lattice constant (rough input): 0.565 nm
Gamma mass (input): 0.067 m_e
Gap (rough input): 1.50 eV
Spin-orbit splitting (rough input): 0.34 eV
L minimum (rough input): 0.30 eV
L masses, long./trans. (rough): 1.90, 0.075 m_e
X minimum (rough input): 0.50 eV
X masses, long./trans. (rough): 1.30, 0.230 m_e
hbar^2/(2 m_e): 0.038100 eV nm^2
Supercell side: 1.130 nm
Supercell volume: 1.4429 nm^3
Electron density: 0.6931 nm^-3 = 6.931e+20 cm^-3
Fermi wavevector: 2.7378 nm^-1
Parabolic Fermi energy: 4.262 eV
Parabolic, by state counting: 4.260 eV
Parabolic mean energy: 2.557 eV
Kane Fermi energy: 1.887 eV
Kane, by state counting: 1.887 eV
Kane mean energy: 1.301 eV
Kane with free-electron term: 2.090 eV
Kane with free term and spin-orbit: 2.129 eV
Fermi energy with L and X valleys: 0.656 eV
Gamma share of the electron: 10.4 %
L share of the electron: 57.7 %
X share of the electron: 31.9 %
Counted electrons per cell at that level: 1.0013
Mean energy with L and X valleys: 0.530 eV
Fermi energy, fully spin-polarized: 0.805 eV
Temperature of use: 300 K
Thermal energy kT: 0.0259 eV
Chemical potential at that temperature: 0.654 eV
Cell volume for Fermi level at L minimum: 58.8 nm^3
Atoms in that cell: 2607
PASS
```
